# Strain splitting of the silicon Raman triplet under [001] and [111] stress, part 2

The problem is how stress shifts and splits the threefold degenerate zone-centre Raman line of a diamond-lattice crystal such as silicon. Axes $x,y,z$ are the cubic axes. The strain $\varepsilon$ is a symmetric tensor; engineering shear is $2\varepsilon_{xy}$. Frequencies are in cm⁻¹, and $p,q,r$ in cm⁻².

The two atoms of a cell, A and B, have equal mass $M$, and $\mu=M/2$. Their relative displacement is $\mathbf w=\mathbf u_B-\mathbf u_A$, with static value $\mathbf w^0(\varepsilon)$ under strain. With $E(\varepsilon,\mathbf w)$ the energy per cell, the squared frequencies are the eigenvalues of

$$K_{ij}(\varepsilon)=\frac1\mu\left.\frac{\partial^2E}{\partial w_i\partial w_j}\right|_{\mathbf w^0(\varepsilon)} .$$

To first order in strain, $K_{ij}=\omega_0^2\delta_{ij}+\Lambda_{ij}$, where $\omega_0$ is the unstrained frequency. Cubic symmetry leaves three constants $p,q,r$ in $\Lambda$; without the operations that exchange two cubic axes there would be four. The eigenvalues $\lambda$ of $\Lambda$ give the shifts $\delta\omega=\lambda/(2\omega_0)$. The Grüneisen parameter is

$$\gamma=-\frac{\delta\omega/\omega_0}{3e}=-\frac{p+2q}{6\omega_0^2},$$

where $e$ is here the hydrostatic strain, $\varepsilon_{ij}=e\,\delta_{ij}$.

Reversing two cubic axes together, for example $x$ and $y$, takes $\mathbf w$ to $(-w_x,-w_y,w_z)$. Among products of one $\mathbf w$ component and one strain component, the energy therefore allows only $w_z\varepsilon_{xy}$ and its cyclic partners. Their coefficient is $2\beta$; that of $w_xw_yw_z$ is $T$, and that of $\mathbf w^2$ is $\kappa/2$, with $\kappa=\mu\omega_0^2$. Shear thus displaces the sublattices:

$$w_z^0=-\frac{2\beta\varepsilon_{xy}}{\kappa}.$$

This changes the shear constant from its value $r_c$ for clamped sublattices ($\mathbf w=0$) to

$$r=r_c-\frac{\beta T}{\kappa\mu}.$$

The constants $p$ and $q$ receive no such correction.

## Part 2. Uniaxial stress and a computed crystal

The results taken from Part 1 are these. The strain $\varepsilon$ is a tensor in cubic axes, $\omega_0$ is the unstrained triplet frequency, and $\mathbf w$ is the relative sublattice displacement. The squared frequencies under strain are $\omega_0^2+\lambda$, where $\lambda$ runs over the eigenvalues of

$$\Lambda_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
\Lambda_{xy}=2r\,\varepsilon_{xy},$$

and cyclic permutations. To first order $\delta\omega=\lambda/(2\omega_0)$. The constant $r=r_c-\beta T/(\kappa\mu)$ refers to relaxed sublattices; $r_c$ is its clamped value, $\beta$ couples shear to $\mathbf w$, $T$ is the cubic coefficient of $w_xw_yw_z$, $\kappa=\mu\omega_0^2$, and $\mu$ is half the atomic mass.

### From stress to strain

A uniaxial stress $X$ along the unit vector $\mathbf n$ has the tensor $\sigma_{ij}=Xn_in_j$. Tension is positive. Linear elasticity of a cubic crystal gives

$$\varepsilon_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz}),\qquad
2\varepsilon_{xy}=S_{44}\sigma_{xy},$$

and cyclic permutations. The factor of two appears because $S_{44}$ is defined with engineering shear.

It is convenient to describe a singlet shift $\delta\omega_s$ and a doublet shift $\delta\omega_d$ by their weighted mean $H$ and difference $D$:

$$H=\frac{\delta\omega_s+2\delta\omega_d}{3}=\frac{\lambda_s+2\lambda_d}{6\omega_0},\qquad
D=\delta\omega_s-\delta\omega_d=\frac{\lambda_s-\lambda_d}{2\omega_0}.$$

Solving these for the shifts gives

$$\delta\omega_s=H+\tfrac23D,\qquad \delta\omega_d=H-\tfrac13D .$$

A positive $D$ places the singlet above the doublet.

### Stress along [001]

Here $\sigma_{zz}=X$ and all other components vanish. Thus

$$\varepsilon_{zz}=S_{11}X,\qquad \varepsilon_{xx}=\varepsilon_{yy}=S_{12}X,$$

with no shear. The secular matrix is already diagonal. The mode along $z$ is the singlet, and the modes along $x$ and $y$ form the doublet:

$$\lambda_s=(pS_{11}+2qS_{12})X,\qquad
\lambda_d=\left[pS_{12}+q(S_{11}+S_{12})\right]X .$$

Their weighted sum is

$$\lambda_s+2\lambda_d=\left[p(S_{11}+2S_{12})+q(2S_{11}+4S_{12})\right]X
=(p+2q)(S_{11}+2S_{12})X,$$

and their difference is

$$\lambda_s-\lambda_d=\left[p(S_{11}-S_{12})+q(S_{12}-S_{11})\right]X
=(p-q)(S_{11}-S_{12})X .$$

Division by $6\omega_0$ and $2\omega_0$ gives

$$H=\frac{(p+2q)(S_{11}+2S_{12})X}{6\omega_0},\qquad
D_{[001]}=\frac{(p-q)(S_{11}-S_{12})X}{2\omega_0}.$$

### Stress along [111]

Each component of $\mathbf n$ is $1/\sqrt3$, so all nine components of $\sigma$ equal $X/3$. Then

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=\frac{(S_{11}+2S_{12})X}{3},\qquad
\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\frac{S_{44}X}{6}.$$

Every diagonal element of $\Lambda$ equals $a$, and every off-diagonal element equals $b$:

$$a=\frac{(p+2q)(S_{11}+2S_{12})X}{3},\qquad b=\frac{rS_{44}X}{3}.$$

Acting on $(1,1,1)$, this matrix gives $a+2b$ in each row. Acting on a vector whose components sum to zero, it gives $a-b$ times that vector, because the two other components sum to minus the first. Hence

$$\lambda_s=a+2b,\qquad \lambda_d=a-b .$$

The weighted sum is $3a$, which reproduces the same $H$ as for [001]. The difference is $3b=rS_{44}X$, so

$$D_{[111]}=\frac{rS_{44}X}{2\omega_0}.$$

The singlet is again polarised along the stress.

### Two checks and two neighbouring cases

An isotropic medium tests the factors of two. If $2r=p-q$, then $\Lambda=q\,\mathrm{tr}(\varepsilon)\,1+(p-q)\varepsilon$, which prefers no axis. Elastic isotropy requires $S_{44}=2(S_{11}-S_{12})$. Inserting both relations into $D_{[111]}$ gives $D_{[001]}$, as it must.

The singlet-doublet form belongs to stress along a fourfold or threefold axis. For stress along [110], the strain is $\varepsilon_{xx}=\varepsilon_{yy}=(S_{11}+S_{12})X/2$, $\varepsilon_{zz}=S_{12}X$ and $\varepsilon_{xy}=S_{44}X/4$. The $xy$ block has eigenvalues $\Lambda_{xx}\pm rS_{44}X/2$, and the third eigenvalue is $\Lambda_{zz}$. In general all three differ, so the line can no longer be treated as a singlet and a doublet. How many of the three modes appear in a spectrum depends on the scattering geometry.

A film on a (001) surface with equal in-plane strain $e$ has no stress along $z$, so $C_{11}\varepsilon_{zz}+2C_{12}e=0$. Its singlet, polarised along $z$, has

$$\lambda_s=p\,\varepsilon_{zz}+2qe=2\left(q-p\,\frac{C_{12}}{C_{11}}\right)e .$$

The uniaxial coefficient must not be used for such a film.

### Which member is observed

The change of the optical polarisability linear in $\mathbf w$ is a symmetric tensor, as strain is. The symmetry argument that allowed $\varepsilon_{xy}w_z$ in the energy therefore allows $\delta\alpha_{xy}\propto w_z$ and its cyclic partners. In backscattering from a (001) face, both light polarisations lie in the $xy$ plane, and the element $\delta\alpha_{xy}$ selects the mode along $z$. With stress along [001] this is the singlet. From a (100) face of the same stressed crystal, the mode along $x$ is seen, which belongs to the doublet. These rules use the polarisability of the unstrained crystal.

### A computed crystal

The example is silicon described by the Stillinger–Weber potential. This is an empirical classical model; it has no electrons, and its results are not measurements. The energy of a bond of length $d$ is

$$v(d)=E_0A\left[B\left(\frac sd\right)^4-1\right]\exp\left(\frac{s}{d-cs}\right),$$

and each pair of bonds $d_1,d_2$ at an atom, enclosing an angle $\theta$, adds

$$E_0L\exp\left(\frac{gs}{d_1-cs}+\frac{gs}{d_2-cs}\right)\left(\cos\theta+\tfrac13\right)^2 .$$

Both vanish beyond $cs$. The parameters are $E_0=2.1683$ eV, $s=2.0951$ Å, $A=7.049556277$, $B=0.6022245584$, $c=1.80$, $L=21.0$ and $g=1.20$. The atomic mass is 28.085 u.

The angular term vanishes at the tetrahedral angle, so the minimum of $v$ fixes the bond length, 2.352 Å, and the lattice constant, 5.431 Å. Second neighbours lie at $5.431/\sqrt2=3.84$ Å, beyond the cutoff of 3.77 Å. One cell therefore contains four bonds and two sets of six angles.

Derivatives of this energy give the compliances

$$S_{11}=0.009984,\quad S_{12}=-0.003349,\quad S_{44}=0.017715\ \text{GPa}^{-1},$$

with the sublattices relaxed. The triplet lies at $\omega_0=594.8$ cm⁻¹. The deformation potentials, as slopes of the relaxed matrix $K$ with strain, are

$$p=-654423,\qquad q=-520232,\qquad r=70335\ \text{cm}^{-2}.$$

Divided by $\omega_0^2$ they are $-1.85$, $-1.47$ and $0.20$. The Grüneisen formula gives $(1.8495+2\times1.4703)/6=0.798$, in agreement with a direct volume derivative.

### Shifts at 1 GPa compression

Set $X=-1$ GPa. The sums needed are $p+2q=-1694887$ cm⁻² and $S_{11}+2S_{12}=0.003286$ GPa⁻¹. The common shift is

$$H=\frac{(-1694887)(0.003286)(-1)}{6\times594.84}=1.56\ \text{cm}^{-1}.$$

For [001], $p-q=-134191$ cm⁻² and $S_{11}-S_{12}=0.013333$ GPa⁻¹, so

$$D_{[001]}=\frac{(-134191)(0.013333)(-1)}{2\times594.84}=1.50\ \text{cm}^{-1}.$$

The singlet rises by $1.56+\tfrac23(1.50)=2.56$ cm⁻¹ and the doublet by $1.56-\tfrac13(1.50)=1.06$ cm⁻¹.

For [111],

$$D_{[111]}=\frac{(70335)(0.017715)(-1)}{2\times594.84}=-1.05\ \text{cm}^{-1}.$$

The singlet rises by 0.86 cm⁻¹ and the doublet by 1.91 cm⁻¹. The order of the levels is opposite to that for [001].

These signs belong to the model. In measured silicon, roughly, $p-q$ is $+0.5\,\omega_0^2$ and $r$ is $-0.7\,\omega_0^2$, so both splittings have the other sign. The potential serves here to check the equations. For stress measurement, $p$, $q$, $r$ and the compliances must come from measurement or from a calculation judged adequate for them.

### The cancellation inside $r$

The internal displacement decides the sign of $r$ in this model. The computed coefficients are $\kappa=18.272$ eV/Å², $\beta=15.603$ eV/Å and $T=-31.302$ eV/Å³. Then

$$-\frac{\beta T}{\kappa}=\frac{15.603\times31.302}{18.272}=26.73\ \text{eV/Å}^2 .$$

Division by $\mu$ can be done through $1/\mu=\omega_0^2/\kappa$. It gives $26.73\times353829/18.272\approx517600$ cm⁻². The clamped constant is $r_c=-447294$ cm⁻², and the sum is about 70300 cm⁻², in agreement with the relaxed slope.

Two large terms thus nearly cancel. A change of one per cent in the internal term alone would change $r$ by about 7 per cent. With $r_c$ in place of $r$, the [111] splitting would be $+6.66$ cm⁻¹ instead of $-1.05$ cm⁻¹.

The geometry shows what relaxes. Under the [111] compression $2\varepsilon_{xy}=-0.00590$, and each component of $\mathbf w^0$ is $-0.8539\times(-0.00590)=0.0050$ Å. The strain along [111] is $\varepsilon_{xx}+2\varepsilon_{xy}=-0.0070$, which by itself would shorten the bond along the stress by 0.0165 Å. The displacement $\sqrt3\times0.0050=0.0087$ Å lengthens that bond again, so that about half of the shortening remains.

### Size of the nonlinear error

The formulas were compared with a crystal loaded at finite stress. All six strains and $\mathbf w$ were found by making $E-V_0X\,\mathbf n\cdot\varepsilon\mathbf n$ stationary, where $V_0$ is the undeformed cell volume. In this definition $X$ is the force per undeformed area. The frequencies then came from the full matrix $K$, without $p$, $q$, $r$ or the compliances.

At small stress the slopes of all four branches agree with the linear formulas. At $-1$ GPa the full calculation gives:

- [001]: singlet 2.42 cm⁻¹, doublet 0.96 cm⁻¹, splitting 1.46 cm⁻¹
- [111]: singlet 0.76 cm⁻¹, doublet 1.86 cm⁻¹, splitting $-1.10$ cm⁻¹

Relative to the full values, the linear splittings are in error by about 3 per cent for [001] and 4 per cent for [111]. The individual shifts can be worse: the linear [111] singlet shift is 13 per cent too large.

The expansion of the square root is not the main cause. For the [001] singlet $\lambda=3050$ cm⁻², and the neglected term is

$$\frac{\lambda^2}{8\omega_0^3}=\frac{3050^2}{8\times594.84^3}=0.006\ \text{cm}^{-1},$$

whereas the difference between the linear and full shifts is 0.14 cm⁻¹. Most of it therefore comes from the second-order dependence of $K$ on strain and from nonlinear elasticity. Taking the square root without expansion does not remove it.

When a small stress is doubled, the combined error of the four branches grows by a factor of 4.00, as a quadratic error should. A linear fit to measured shifts should accordingly be restricted to stresses at which the quadratic part of the shift is below the reading error. The numerical output below lists the values with more digits.

## Computed values

```
SW energy scale = 2.1683 eV; length scale = 2.0951 angstrom
SW A = 7.049556277; B = 0.6022245584 (dimensionless)
SW cutoff = 1.80; lambda = 21.0; gamma = 1.20
Silicon mass = 28.085 u
Bond length = 2.3517 angstrom; lattice constant = 5.4309 angstrom
Energy per atom = -4.3366 eV
Invariant constants: cubic = 3; without fourfold operations = 4
omega0 = 594.84 cm^-1; omega0^2 = 353829.0 cm^-2
C11 = 151.42 GPa; C12 = 76.42 GPa; C44 = 56.45 GPa
S11 = 0.009984 GPa^-1; S12 = -0.003349 GPa^-1; S44 = 0.017715 GPa^-1
p = -654422.7 cm^-2; divided by omega0^2 = -1.8495
q = -520231.9 cm^-2; divided by omega0^2 = -1.4703
r = 70335.1 cm^-2; divided by omega0^2 = 0.1988
r clamped = -447294.1 cm^-2; divided by omega0^2 = -1.2642
kappa = 18.2716 eV/angstrom^2; beta = 15.6031 eV/angstrom
T = -31.3019 eV/angstrom^3
w_z/(2 e_xy) = -0.8539 angstrom
r from internal-displacement formula = 70335.1 cm^-2
Grueneisen: formula = 0.7984; volume derivative = 0.7984
Applied stress X = -1.0 GPa (negative means compression)
[001] e_zz = -0.009984; e_xx = e_yy = 0.003349
[111] e_xx = -0.001096; e_xy = -0.002952
[001] lambda singlet = 3049.56 cm^-2; doublet = 1260.40 cm^-2
[111] diagonal = 1856.79 cm^-2; off-diagonal = -415.33 cm^-2
[111] lambda singlet = 1026.13 cm^-2; doublet = 2272.12 cm^-2
Common shift H = 1.5608 cm^-1
[001] linear: singlet shift = 2.5634 cm^-1; doublet shift = 1.0595 cm^-1
[001] linear splitting D = 1.5039 cm^-1
[001] full: singlet shift = 2.4191 cm^-1; doublet shift = 0.9562 cm^-1
[001] full splitting = 1.4630 cm^-1
[111] linear: singlet shift = 0.8625 cm^-1; doublet shift = 1.9099 cm^-1
[111] linear splitting D = -1.0473 cm^-1
[111] full: singlet shift = 0.7618 cm^-1; doublet shift = 1.8570 cm^-1
[111] full splitting = -1.0951 cm^-1
[111] splitting using clamped r = 6.6605 cm^-1
Linear-error ratio when stress doubles = 4.001
```
